# Electromigration Wind Force on an Isolated Defect in a Free-Electron Metal, part 2

Must the force on a defect in a hot copper line be calculated together with all other scattering, or can the defect be treated alone in a perfect host, with the measured resistivity supplying the rest? This part tests the second choice on a model ion.

A weak field $E$ along $+z$ drives free electrons of charge $-e$, mass $m$ and density $n$. Their Fermi wavenumber, speed and energy are $k_F$, $v_F$ and $E_F$. The force of the scattered electrons on one fixed, spherical defect is $F_{\rm w}=Z_{\rm w}eE$, which defines the wind valence $Z_{\rm w}$. The direct force of the field on the defect is separate.

An incident wave of unit density, wavevector $\mathbf k$ and speed $v$ becomes the scattering state $\psi_{\mathbf k}$ in the defect's potential $V$. It exerts the force

$$\mathbf F_1=\int|\psi_{\mathbf k}(\mathbf r)|^2\,\nabla V(\mathbf r)\,d^3r .\tag{3}$$

$$\mathbf F_1=v\,\sigma_{\rm tr}\,\hbar\mathbf k .\tag{4}$$

With phase shifts $\delta_l$ and scattering angle $\theta$, the amplitude and transport cross-section are

$$f(\theta)=\frac1k\sum_{l}(2l+1)\,e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta),\qquad \frac{d\sigma}{d\Omega}=|f|^2 .\tag{5}$$

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_{l=0}^{\infty}(l+1)\sin^2(\delta_l-\delta_{l+1}) .\tag{6}$$

The total cross-section is $\sigma_{\rm tot}$. Summing over the electrons, with Fermi function $f_0(\varepsilon)$ and relaxation time $\tau$, gives

$$F_{\rm w}=\frac{eE}{3\pi^2}\int d\varepsilon\,\frac{\partial f_0}{\partial\varepsilon}\;k^3\,v\tau\,\sigma_{\rm tr}(k) .\tag{9}$$

For $k_BT\ll E_F$ this becomes

$$F_{\rm w}=-eE\,n\lambda\,\sigma_{\rm tr}(k_F),\qquad \boxed{Z_{\rm w}=-n\lambda\,\sigma_{\rm tr}(k_F)} .\tag{10}$$

The mean free path $\lambda$ includes all scattering. If $n_{\rm d}$ is the defect density and $\lambda_0$ the mean free path due to the other scatterers alone,

$$\frac1\lambda=\frac1{\lambda_0}+n_{\rm d}\sigma_{\rm tr},\qquad 
Z_{\rm w}=-\frac{n\,\sigma_{\rm tr}}{1/\lambda_0+n_{\rm d}\sigma_{\rm tr}} .\tag{11}$$

For dilute defects, $Z_{\rm w}=-n\lambda_0\sigma_{\rm tr}$. With resistivity $\rho$ and current density $j=E/\rho$,

$$\lambda=v_F\tau=\frac{\hbar k_F}{ne^2\rho} .\tag{12}$$

Defects on a fraction $c$ of the atomic sites, with one electron per site, add the resistivity $\Delta\rho$:

$$\Delta\rho=\frac{m}{ne^2}\,cn\,v_F\sigma_{\rm tr}=c\,\frac{\hbar k_F\sigma_{\rm tr}}{e^2},\qquad\text{hence}\qquad |Z_{\rm w}|=\frac{\Delta\rho/c}{\rho} .\tag{14}$$

The angle between $\mathbf k$ and the field is $\alpha$; the current-carrying part of the electron distribution is proportional to $\cos\alpha$.

### A scatterer with the right screening charge

The example needs a definite defect. I take an added monovalent ion and represent its screened potential by a Gaussian well,

$$V(r)=-V_0\,e^{-r^2/b^2},\qquad b=0.10\ \text{nm}.$$

The width is a choice. The depth is fixed by the condition that the well attract one electron, which neutralizes the ion.

The attracted charge follows from counting levels. Enclose the defect in a large sphere of radius $R$ on which the wave vanishes. The levels of angular momentum $l$ obey $kR-l\pi/2+\delta_l=p\pi$ with integer $p$; without the defect, $\delta_l$ is absent. Hence the $p$-th level moves down in $k$ by $\delta_l/R$. The levels are $\pi/R$ apart, so the number below $k_F$ grows by $\delta_l(k_F)/\pi$. Each level holds $2(2l+1)$ electrons. The added charge is one electron if

$$\frac2\pi\sum_l(2l+1)\,\delta_l(k_F)=1 ,\tag{15}$$

which is the Friedel sum rule. The phase shifts are followed continuously from zero as the well is deepened, so no multiple of $\pi$ is left open. The rule treats the electrons as independent particles in one effective potential.

The level shift was checked directly. In a sphere of radius 60 bohr, the fourteenth level for $l=0$, 1 and 2, which without the well lies 4, 11 and 19 % above the Fermi energy, was found by diagonalization with and without the well. The shift times $R$ agreed with the separately computed phase shift to $1.2\times10^{-4}$ rad or better.

### From phase shifts to cross-section

The density is $n=85\ \text{nm}^{-3}$, which gives $k_F=13.60\ \text{nm}^{-1}$ and $E_F=7.05$ eV. Condition (15) sets the depth at $V_0=8.93$ eV. The phase shifts for $l=0$ to 3 are

$$0.6590,\quad0.2297,\quad0.0372,\quad0.0046\ \text{rad}.$$

Their weighted sum is $0.6590+3(0.2297)+5(0.0372)+7(0.0046)=1.566$, and $2/\pi$ times this is 0.997. The remaining 0.003 of an electron sits in higher partial waves.

For the cross-section the differences count. The first three terms of the sum are

$$\sin^2(0.4293)+2\sin^2(0.1925)+3\sin^2(0.0326)=0.1732+0.0732+0.0032=0.2496 .$$

The prefactor is $4\pi/(13.60\ \text{nm}^{-1})^2=0.0679\ \text{nm}^2$, so $\sigma_{\rm tr}=0.0170\ \text{nm}^2$. The total cross-section is $0.0365\ \text{nm}^2$. The ratio of the two is 0.46, which means that the mean cosine of the scattering angle is 0.54. This well scatters mostly forward, and a calculation that used the total cross-section would more than double the force.

Two tests with this well probe the chain of the first half. The force of one plane wave was integrated from the density of the full scattering wave and the gradient of the potential, equation (3). The result is 3.137459 in Hartree atomic units, and $k_F^2\sigma_{\rm tr}$ gives 3.137459 as well. Next, the force was summed over a Fermi sphere displaced by one thousandth of $k_F$, with the cross-section varying with energy as it does for this well. Only wavevectors above $0.95\,k_F$ were integrated, because in the filled interior below them the contributions of $\mathbf k$ and $-\mathbf k$ cancel exactly. Divided by the prediction of (10), the sum gave 0.9999999. The variation of $\sigma_{\rm tr}$ within the integrated shell changes this ratio only at second order in the displacement, by less than one part in a million here.

### The force at stress-test conditions

The conditions are a temperature of 573 K, a resistivity of 3.5 µΩ cm and a current density of 1 MA/cm². From (12), in SI units,

$$\lambda=\frac{(1.055\times10^{-34})(1.360\times10^{10})}{(8.5\times10^{28})(1.602\times10^{-19})^2(3.5\times10^{-8})}\ \text{m}=18.8\ \text{nm}.$$

The wind valence is

$$Z_{\rm w}=-(85\ \text{nm}^{-3})(18.8\ \text{nm})(0.0170\ \text{nm}^2)\approx-27 .$$

Equation (14) gives the same value by another path: the defect's resistivity is 0.948 µΩ cm per atomic percent, or 94.8 µΩ cm per unit site fraction, and $94.8/3.5=27.1$.

The field is $\rho j=(3.5\times10^{-8}\ \Omega\,\text{m})(10^{10}\ \text{A/m}^2)=350$ V/m. The force has the magnitude $27.07\times350\ \text{eV/m}=9.5\ \text{µeV/nm}$, or about $1.5\times10^{-15}$ N.

An atom in a face-centred cubic lattice of this density hops over the nearest-neighbour distance, 0.255 nm. For a hop parallel to the field, with the force taken as constant along it, the work is $w=2.4$ µeV (a hop at an angle to the field gains less, by the cosine of that angle), to be compared with $k_BT=49.4$ meV. The barrier is lowered by $w/2$ for a hop with the wind and raised by $w/2$ for one against it. The difference of the two hopping rates, relative to the rate without current, is

$$e^{w/2k_BT}-e^{-w/2k_BT}\approx\frac{w}{k_BT}=4.9\times10^{-5}.$$

Electromigration at these conditions is therefore a slight bias on random hopping. It accumulates because a line carries its current for a long time.

### Small corrections

Several approximations are safe for these numbers.

- The drift velocity is $4.7\times10^{-7}$ of the Fermi velocity, so the response is linear.
- The product $k_F\lambda$ is 256. An electron travels many wavelengths between collisions, as the Boltzmann description needs.
- Thermal smearing, evaluated from (9) with constant $\tau$ and fixed density, changes $Z_{\rm w}$ by a relative $-1.8\times10^{-5}$. The natural scale is $(k_BT/E_F)^2=4.9\times10^{-5}$. A smooth energy dependence of $\tau$ would add a term of the same order in $k_BT/E_F$.
- If one site in $10^4$ holds such a defect, an assumed value, the defects provide 0.27 % of all scattering, and the dilute limit of (11) applies.
- The field also pulls on the ion directly. With the bare valence $+1$ the sum is $-26$, so the direct term is 4 % of the wind. How far the surrounding electrons screen this direct force is a separate question that is not treated here.

### A large uncertainty: the shape of the potential

Condition (15) fixes the screening charge, but it doesn't fix the force. Keep that charge, the density and the mean free path as they are, and change the width of the well:

| Width (nm) | Depth (eV) | $\sigma_{\rm tr}$ (nm²) | $Z_{\rm w}$ |
|---|---|---|---|
| 0.08 | 16.2 | 0.0316 | −50 |
| 0.10 | 8.9 | 0.0170 | −27 |
| 0.12 | 5.4 | 0.0094 | −15 |

The valence changes by a factor of 3.4 across the table. The weak-scattering limit explains the trend. For small phase shifts, (5) gives the forward amplitude $f(0)=k_F^{-1}\sum_l(2l+1)\delta_l$, and (15) fixes this at $\pi/2k_F$ for every width. To first order in the potential the amplitude at other angles follows the Fourier transform of $V$. For the Gaussian this is proportional to $e^{-q^2b^2/4}$, where $q^2=2k_F^2(1-\cos\theta)$ is the squared change of wavevector. With $x=1-\cos\theta$ and $a=k_F^2b^2$,

$$\sigma_{\rm tr}\approx2\pi\Big(\frac{\pi}{2k_F}\Big)^2\int_0^2x\,e^{-ax}\,dx
=\frac{\pi^3}{2k_F^2}\,\frac{1-(1+2a)e^{-2a}}{a^2} .\tag{16}$$

The integrand falls as $b$ grows, at every angle except the forward one: a wider well is smoother and turns fewer electrons back. Equation (16) gives 0.041, 0.022 and $0.011\ \text{nm}^2$ for the three widths. These values are 20 to 30 % above the full ones, which is no surprise with $\delta_0=0.66$ rad at the middle width, but the fall by a factor of 3.6 is close to the one in the table.

The opposite limit is a well so narrow that it scatters $s$ waves alone. Then (15) requires $\delta_0=\pi/2$, and $\sigma_{\rm tr}=4\pi/k_F^2=0.068\ \text{nm}^2$, four times the value at 0.10 nm. For a first-principles calculation the lesson is that a correct screening charge is necessary but says little about the force. The large-angle scattering has to be right.

### When the defect is not isolated

An atom usually moves in a metal because there is a vacancy next to it, so the moving atom has another scatterer close by. To judge what this does, consider the wave near a scatterer, $e^{ikz}+f\,e^{ikr}/r$. Its density contains an interference term of magnitude up to $2|f|/r$ relative to the incident density. The root-mean-square amplitude over all angles is

$$\sqrt{\frac{\sigma_{\rm tot}}{4\pi}}=\sqrt{\frac{0.0365\ \text{nm}^2}{4\pi}}=0.054\ \text{nm}.$$

At the neighbouring site, 0.255 nm away, an amplitude of this typical size gives an interference term of up to $2(0.054)/0.255=0.42$. Straight ahead, where this well scatters most strongly, the amplitude and hence the term are about twice as large. At half that distance, where a hopping atom in mid-jump stands from each of the two sites it connects, the same expression gives 0.85. That point lies inside the well, where the far-field form has no justification, although the full wave gives a similar size. The average over the directions of the current-carrying electrons reduces the effect. With the weight $\cos\alpha$, and relative to the average of $|\cos\alpha|$, the full wave of this well gives a density change on the field axis of only about 0.04 at 0.255 nm, but still about 0.5 at half that distance. The figures 0.42 and 0.85 are sizes, not corrections. They hold for a single direction of incidence and the most favourable phase, with the root-mean-square amplitude of the model ion standing in for the amplitude of the neighbouring scatterer. They offer no small parameter that would justify treating an atom that jumps into a vacancy as isolated. The force must then be computed with the neighbouring scatterers in place, at several points along the path.

### The model beside real copper

The density, temperature, resistivity and current density are rough typical values for copper under an accelerated stress test. The model's defect resistivity, about 1 µΩ cm per atomic percent, has the rough size known for simple point defects in copper. The wind valence is a different matter. Effective valences inferred from experiments on copper are roughly $-5$, and the model gives $-26$ with the direct term included. The two numbers can be compared only at equal resistivity, because $Z_{\rm w}$ varies as $1/\rho$. At 3.5 µΩ cm none of the three widths in the table comes near $-5$. At 9 µΩ cm, roughly the resistivity of copper near 1000 °C, the same three wells would give wind valences of about $-20$, $-11$ and $-6$, or about $-19$, $-10$ and $-5$ with the direct term $+1$ included. A measured valence therefore tests the model only if its temperature is known, and even then agreement proves little, since the width was chosen freely. Real devices break the assumption of isolation: the atom moves beside a vacancy, and in a line often along an interface or grain boundary. The estimate above allows a change of the local electron density by tens of percent for a single direction of incidence, but it fixes neither the sign nor the size of the resulting change in the force. The model also leaves out the $d$ electrons, the true Fermi surface of copper and the average of the force over the jump path. How much each of these would contribute to a difference found at equal resistivity can't be decided from the present numbers.

The answer to the opening question is therefore conditional. For a defect that is well separated from other scatterers, the calculation can treat it alone in a perfect host, obtain the momentum transfer at the Fermi surface, and take the rest of the metal from the measured resistivity. For an atom in mid-jump the same separation holds between the cluster of nearby scatterers and the distant ones, provided that the waves from the two groups do not interfere on average. The unit to be computed is then the cluster, and within it the force on the moving atom must be separated from the force on its neighbours. The main computed values are listed in the numerical output below.

## Computed results

```
electron density n           85.0 nm^-3
temperature                  573 K
resistivity                  3.50 micro-ohm cm
current density              1.00 MA/cm^2
Fermi wavenumber             13.602 nm^-1
Fermi energy                 7.049 eV
Fermi velocity               1.5747e+06 m/s
relaxation time              11.928 fs
mean free path               18.784 nm
kF times mean free path      255.5
well width                   0.100 nm
well depth                   8.928 eV
phase shift l=0              0.65896 rad
phase shift l=1              0.22972 rad
phase shift l=2              0.03722 rad
phase shift l=3              0.00457 rad
Friedel sum                  1.000000
total cross-section          0.03651 nm^2
transport cross-section      0.01696 nm^2
wind valence                 -27.07
electric field               350.0 V/m
wind force magnitude         9.476 micro-eV/nm
hop length                   0.2553 nm
wind work over one hop       2.419 micro-eV
thermal energy kT            49.38 meV
defect resistivity           0.948 micro-ohm cm per at.%
-- tests --
force from full wave         3.137459 a.u.
force from k^2 sigma_tr      3.137459 a.u.
displaced sphere / formula   0.9999999
largest box-level mismatch   1.2e-04 rad
-- neglected effects --
wind plus direct valence     -26.07
direct / wind magnitude      0.0369
thermal change of valence    -1.84e-05 (relative)
drift / Fermi velocity       4.66e-07
assumed defect site fraction 1.0e-04
defects / all scattering     2.71e-03
rms scattering amplitude     0.0539 nm
2*amplitude/hop length       0.422
2*amplitude/half hop length  0.845
width 0.08 nm: depth 16.17 eV, sigma_tr 0.03156 nm^2, valence -50.39
width 0.12 nm: depth 5.38 eV, sigma_tr 0.00939 nm^2, valence -14.99
```
